# Tamm-Dancoff oscillator strengths and the Thomas-Reiche-Kuhn sum rule: a program that tests the result

```python
"""
Result under test: full Casida equations obey sum(f) = N and give equal length
and velocity strengths; Tamm-Dancoff (B = 0) gives a length sum N + 2 d.B.d.

Atomic units. A, B: singlet excitation and coupling matrices; X, Y: amplitudes;
gap: orbital energy differences; d = sqrt(2) <a|z|i>: spin-adapted dipoles;
v: velocity amplitudes from orbital gradients; f: strength along z.
Systems: one transition, and two electrons in a spherical potential treated
with exact exchange (Hartree-exchange potential J, singlet coupling K).
Radial vectors are normalized to unit sum of squares on a uniform grid.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def solve_ground_and_p(potential, h, radius):
    """Self-consistent s orbital, all p orbitals, dipoles and coupling."""
    n = int(round(radius / h)) - 1
    r = h * np.arange(1, n + 1)
    v_ext = potential(r)
    r_small, r_large = np.minimum.outer(r, r), np.maximum.outer(r, r)
    monopole, dipole = 1 / r_large, r_small / r_large**2
    off = np.full(n - 1, -0.5 / h**2)
    J = np.zeros(n)
    for _ in range(300):
        e, c = eigh_tridiagonal(1 / h**2 + v_ext + J, off,
                                select="i", select_range=(0, 0))
        e, c = e[0], c[:, 0]
        J_new = monopole @ c**2
        if np.max(np.abs(J_new - J)) < 1e-9:
            break
        J = 0.5 * (J + J_new)
    else:
        raise RuntimeError("self-consistency not reached")
    h_p = (np.diag(1 / h**2 + v_ext + J + 1 / r**2)
           + np.diag(off, 1) + np.diag(off, -1))
    eps_p, U = np.linalg.eigh(h_p)
    pair = U * c[:, None]
    K = pair.T @ (dipole @ pair) / 3
    padded = np.concatenate([[0.0], c, [0.0]])
    gradient = (padded[2:] - padded[:-2]) / (2 * h)
    d = np.sqrt(2 / 3) * (U.T @ (r * c))
    v = np.sqrt(2 / 3) * (U.T @ (c / r - gradient))
    return SimpleNamespace(n=n, r=r, h=h, e=e, c=c, J=J, h_p=h_p, eps_p=eps_p,
                           gap=eps_p - e, K=(K + K.T) / 2, d=d, v=v,
                           dipole=dipole)


def full_direct(A, B):
    """Positive roots of the non-Hermitian problem, norm X.X - Y.Y = 1."""
    w, V = np.linalg.eig(np.block([[A, B], [-B, -A]]))
    assert np.max(np.abs(np.imag(w))) < 1e-6
    w, V = np.real(w), np.real(V)
    order = [k for k in np.argsort(w) if w[k] > 0]
    assert len(order) == len(A)
    w, X, Y = w[order], V[:len(A), order], V[len(A):, order]
    norm = np.sum(X**2 - Y**2, axis=0)
    assert np.min(norm) > 0
    return w, X / np.sqrt(norm), Y / np.sqrt(norm)


def full_reduced(gap, K):
    """Full problem for A - B = diag(gap); returns w, X+Y, X-Y."""
    s = np.sqrt(gap)
    w2, F = np.linalg.eigh(s[:, None] * (np.diag(gap) + 2 * K) * s)
    w = np.sqrt(w2)
    return w, s[:, None] * F / np.sqrt(w), F * np.sqrt(w) / s[:, None]


def length_f(w, d, plus):
    return 2 * w * (d @ plus)**2


def velocity_f(w, v, minus):
    return 2 * (v @ minus)**2 / w


def excess_from_density(r, P):
    """Coulomb integral of z n(r) with z' n(r'), P = 4 pi r^2 n."""
    inner = cumulative_trapezoid(r**2 * P, r, initial=0)
    return 2 / 9 * trapezoid(P / r * inner, r)


# One transition, from the two-by-two problem
delta, dip = 0.40, 1.0
f_bare = 2 * delta * dip**2
print(f"One transition: gap {delta:.2f} hartree, dipole {dip:.1f} bohr")
print(f"  bare oscillator strength {f_bare:.4f}")
for coupling in (0.10, -0.19):
    A1, B1 = np.array([[delta + coupling]]), np.array([[coupling]])
    d1, v1 = np.array([dip]), np.array([delta * dip])
    w1, X1, Y1 = full_direct(A1, B1)
    wt, Xt, Yt = full_direct(A1, 0 * B1)
    fL, fV = length_f(w1, d1, X1 + Y1)[0], velocity_f(w1, v1, X1 - Y1)[0]
    tL, tV = length_f(wt, d1, Xt)[0], velocity_f(wt, v1, Xt)[0]
    assert abs(w1[0] - np.sqrt(delta * (delta + 2 * coupling))) < 1e-10
    assert abs(fL - f_bare) < 1e-10 and abs(fV - f_bare) < 1e-10
    assert abs(tL - f_bare * (1 + coupling / delta)) < 1e-10
    assert abs(tV - f_bare / (1 + coupling / delta)) < 1e-10
    print(f"  coupling {coupling:.2f} hartree:")
    print(f"    full: omega {w1[0]:.4f} hartree, f length {fL:.4f}, "
          f"velocity {fV:.4f}")
    print(f"    TDA:  omega {wt[0]:.4f} hartree, f length {tL:.4f}, "
          f"velocity {tV:.4f}")

# Gaussian density: closed form for the ground-state excess integral
alpha = 0.5
rg = np.linspace(0.005, 15, 3000)
Pg = 8 * np.pi * rg**2 * (alpha / np.pi)**1.5 * np.exp(-alpha * rg**2)
closed = 4 * np.pi / 3 * (alpha / (2 * np.pi))**1.5 / alpha**2
assert abs(excess_from_density(rg, Pg) / closed - 1) < 1e-3

# Harmonic trap: the exact dipole spectrum is one line at the trap frequency
w_trap = 0.5
trap = solve_ground_and_p(lambda r: 0.5 * w_trap**2 * r**2, 0.05, 12.0)
w, plus, minus = full_reduced(trap.gap, trap.K)
f = length_f(w, trap.d, plus)
top = np.argmax(f)
wd, Xd, Yd = full_direct(np.diag(trap.gap) + trap.K, trap.K)
assert np.allclose(wd, w, atol=1e-6)
assert abs(length_f(wd, trap.d, Xd + Yd)[top] - f[top]) < 1e-6
assert abs(w[top] - w_trap) < 1e-3 and abs(f[top] - 2) < 3e-3
wt, Xt = np.linalg.eigh(np.diag(trap.gap) + trap.K)
ft = length_f(wt, trap.d, Xt)
top_t = np.argmax(ft)
assert wt[top_t] > w_trap + 1e-3 and ft.sum() > 2.05
print(f"Harmonic trap, two electrons, trap frequency {w_trap:.2f} hartree")
print(f"  bare gap of lowest s-p transition {trap.gap[0]:.4f} hartree")
print(f"  full: strongest line {w[top]:.4f} hartree, f {f[top]:.4f}, "
      f"sum {f.sum():.4f}")
print(f"  TDA:  strongest line {wt[top_t]:.4f} hartree, f {ft[top_t]:.4f}, "
      f"sum {ft.sum():.4f}")

# Model atom
charge, soft, spacing, box = 2.0, 1.0, 0.025, 25.0


def nucleus(r):
    return -charge / np.sqrt(r**2 + soft**2)


atom = solve_ground_and_p(nucleus, spacing, box)
gap, K, d, v = atom.gap, atom.K, atom.d, atom.v
assert atom.eps_p[0] < 0 and np.min(gap) > 0
assert np.allclose(v, gap * d, atol=1e-6)
w, plus, minus = full_reduced(gap, K)
fL, fV = length_f(w, d, plus), velocity_f(w, v, minus)
assert np.allclose(w * (d @ plus), v @ minus, atol=1e-6)
wt, Xt = np.linalg.eigh(np.diag(gap) + K)
tL, tV = length_f(wt, d, Xt), velocity_f(wt, v, Xt)
tM = 2 * (d @ Xt) * (v @ Xt)
assert np.allclose(wt * (d @ Xt) - v @ Xt, d @ K @ Xt, atol=1e-6)
bare = 2 * gap * d**2
excess = excess_from_density(atom.r, 2 * atom.c**2 / atom.h)
assert abs(fL.sum() - 2) < 1e-3 and abs(fV.sum() - 2) < 1e-3
assert abs(tM.sum() - 2) < 1e-3
assert abs((tL.sum() - fL.sum()) / excess - 1) < 2e-3
assert tM.sum()**2 / tL.sum() <= tV.sum() + 1e-8
assert tV.sum() <= tM.sum() + 1e-8

medium = solve_ground_and_p(nucleus, 2 * spacing, box)
sum_medium = 2 * np.sum(medium.gap * medium.d**2)
ratio = (2 - sum_medium) / (2 - bare.sum())
assert abs(ratio - 4) < 0.2

r_rms = np.sqrt(np.sum(atom.r**2 * atom.c**2))
print(f"Model atom: 2 electrons, charge {charge:.1f}, softening {soft:.1f} bohr")
print(f"  grid spacing {spacing:.3f} bohr, box {box:.1f} bohr, "
      f"{atom.n} points")
print(f"  s orbital energy {atom.e:.4f} hartree, rms radius {r_rms:.4f} bohr")
print(f"  lowest p orbital energy {atom.eps_p[0]:.4f} hartree")
print("  Lowest s-p transition:")
print(f"    bare: gap {gap[0]:.4f} hartree, f {bare[0]:.4f}")
print(f"    diagonal coupling K {K[0, 0]:.5f} hartree")
print(f"    full: omega {w[0]:.5f} hartree = {w[0] * HARTREE_EV:.3f} eV")
print(f"    full: f length {fL[0]:.4f}, velocity {fV[0]:.4f}")
print(f"    TDA:  omega {wt[0]:.5f} hartree = {wt[0] * HARTREE_EV:.3f} eV")
print(f"    TDA:  f length {tL[0]:.4f}, velocity {tV[0]:.4f}, "
      f"mixed {tM[0]:.4f}")
print(f"    TDA length/velocity ratio {tL[0] / tV[0]:.4f}")
print("  Sums over all transitions (exact value is the electron number):")
print(f"    bare Kohn-Sham {bare.sum():.4f}")
print(f"    full: length {fL.sum():.4f}, velocity {fV.sum():.4f}")
print(f"    TDA:  length {tL.sum():.4f}, velocity {tV.sum():.4f}, "
      f"mixed {tM.sum():.4f}")
print(f"    TDA length excess from spectra {tL.sum() - fL.sum():.4f}")
print(f"    same excess from ground-state density {excess:.4f}")
print(f"    TDA length error {100 * (tL.sum() / fL.sum() - 1):.2f} percent")
print(f"    TDA velocity error {100 * (tV.sum() / fV.sum() - 1):.2f} percent")
print(f"    lower bound on TDA velocity sum {tM.sum()**2 / tL.sum():.4f}")
print(f"    sum-rule deficit ratio on doubling the spacing {ratio:.3f}")

# Restore the coupling gradually, using the direct non-Hermitian solution
coarse = solve_ground_and_p(nucleus, 0.1, 20.0)
A = np.diag(coarse.gap) + coarse.K
base = 2 * np.sum(coarse.gap * coarse.d**2)
extra = 2 * coarse.d @ coarse.K @ coarse.d
print("  Length sum with B scaled (spacing 0.1 bohr):")
for scale in (0.0, 0.5, 1.0):
    wc, Xc, Yc = full_direct(A, scale * coarse.K)
    total = length_f(wc, coarse.d, Xc + Yc).sum()
    assert abs(total - base - (1 - scale) * extra) < 1e-5
    print(f"    scale {scale:.1f}: {total:.4f}")
w_local, total_local = wc[0], total

# Nonlocal exchange: Hartree-Fock virtual orbitals and matrices
fock_p = (coarse.h_p + np.diag(coarse.J)
          - np.outer(coarse.c, coarse.c) * coarse.dipole / 3)
eps_hf, U = np.linalg.eigh(fock_p)
pair = U * coarse.c[:, None]
K_hf = pair.T @ (coarse.dipole @ pair) / 3
d_hf = np.sqrt(2 / 3) * (U.T @ (coarse.r * coarse.c))
A_hf = (np.diag(eps_hf - coarse.e) + 2 * K_hf
        - U.T @ (coarse.J[:, None] * U))
w_hf, X_hf, Y_hf = full_direct(A_hf, K_hf)
total_hf = length_f(w_hf, d_hf, X_hf + Y_hf).sum()
bare_hf = 2 * np.sum((eps_hf - coarse.e) * d_hf**2)
assert abs(w_hf[0] - w_local) < 1e-6
assert abs(total_hf - total_local) < 1e-5
assert bare_hf > 2.1
print("  Hartree-Fock orbitals (spacing 0.1 bohr):")
print(f"    bare sum {bare_hf:.4f}, full sum {total_hf:.4f}")
print("tests ok")
```

Printed output:

```
One transition: gap 0.40 hartree, dipole 1.0 bohr
  bare oscillator strength 0.8000
  coupling 0.10 hartree:
    full: omega 0.4899 hartree, f length 0.8000, velocity 0.8000
    TDA:  omega 0.5000 hartree, f length 1.0000, velocity 0.6400
  coupling -0.19 hartree:
    full: omega 0.0894 hartree, f length 0.8000, velocity 0.8000
    TDA:  omega 0.2100 hartree, f length 0.4200, velocity 1.5238
Harmonic trap, two electrons, trap frequency 0.50 hartree
  bare gap of lowest s-p transition 0.4207 hartree
  full: strongest line 0.5000 hartree, f 1.9995, sum 1.9995
  TDA:  strongest line 0.5083 hartree, f 2.4122, sum 2.4171
Model atom: 2 electrons, charge 2.0, softening 1.0 bohr
  grid spacing 0.025 bohr, box 25.0 bohr, 999 points
  s orbital energy -0.3215 hartree, rms radius 2.4727 bohr
  lowest p orbital energy -0.1132 hartree
  Lowest s-p transition:
    bare: gap 0.2084 hartree, f 1.2712
    diagonal coupling K 0.02307 hartree
    full: omega 0.22424 hartree = 6.102 eV
    full: f length 0.8934, velocity 0.8934
    TDA:  omega 0.22555 hartree = 6.137 eV
    TDA:  f length 0.9795, velocity 0.7062, mixed 0.8317
    TDA length/velocity ratio 1.3870
  Sums over all transitions (exact value is the electron number):
    bare Kohn-Sham 1.9999
    full: length 1.9999, velocity 1.9999
    TDA:  length 2.4496, velocity 1.6359, mixed 1.9999
    TDA length excess from spectra 0.4497
    same excess from ground-state density 0.4497
    TDA length error 22.49 percent
    TDA velocity error -18.20 percent
    lower bound on TDA velocity sum 1.6327
    sum-rule deficit ratio on doubling the spacing 4.000
  Length sum with B scaled (spacing 0.1 bohr):
    scale 0.0: 2.4483
    scale 0.5: 2.2235
    scale 1.0: 1.9986
  Hartree-Fock orbitals (spacing 0.1 bohr):
    bare sum 4.0994, full sum 1.9986
tests ok
```
